**Finite capacity of a discrete interface level**

The program tests the barrier $b=\Phi-\chi+Uf$ at a metal–semiconductor contact, where $\Phi$ is the metal work function, $\chi$ the electron affinity and $f$ the filled fraction of the interface sites. The capacity is $U=4\pi Nd/k$ in atomic units, with $N$ sites per area behind an insulator of thickness $d$ and relative permittivity $k$. It asserts that $U$ agrees with a finite-difference Poisson solution and that the filling agrees with an explicit sum over numbers of filled sites. Further assertions cover the slope, the total withheld barrier movement, the finite-temperature window, the exponential release and the shift for donor sites. A continuum of levels with equal peak response keeps the slope 0.114 at 3.6 and 5.4 eV, where the discrete level has released the barrier. For the example, the output gives $U=0.804$ eV and a half-slope window from 3.95 to 4.88 eV at 300 K. It also shows that discrete charges matter: a square lattice fills over 0.58 eV, and random sites have an energy spread of about 0.12 eV at half filling.

## Verification by program

```python
# RESULT UNDER TEST: one discrete interface level of finite density pins the
# barrier only over a limited range of metal work functions.
#   barrier = work_function - affinity + U * filling
#   filling = 1 / (1 + exp((barrier - pin) / kT)),  pin = depth + kT ln(g)
#   slope   = d barrier / d work_function = 1/(1 + U*filling*(1-filling)/kT)
# U = 4 pi N d / k in atomic units: barrier shift when every site is filled.
# N: sites per area, d: insulator thickness, k: its relative permittivity,
# depth: level below conduction edge, g: spin degeneracy of the filled site.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit, gammaln, logsumexp

hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e9
kB = const.k / const.e
e2_eps0 = const.e / const.epsilon_0 * 1e9       # e^2/epsilon_0 in eV nm

# Round example parameters
N_cm2, d, k_ins, k_semi = 2e13, 2.0, 9.0, 10.0
N = N_cm2 * 1e-14
depth, affinity, g, T = 0.6, 4.2, 2, 300.0
kT = kB * T
pin = depth + kT * np.log(g)
U = 4 * np.pi * (N * bohr**2) * (d / bohr) / k_ins * hartree


def level_filling(b, kt=kT, p=pin):
    return expit((p - b) / kt)


def barrier(phi, u=U, occupation=level_filling, donor=False):
    bare = phi - affinity - (u if donor else 0.0)
    return brentq(lambda b: b - bare - u * occupation(b),
                  bare - 1e-6, bare + u + 1e-6, xtol=1e-14)


def slope(phi, h=1e-4, **kw):
    return (barrier(phi + h, **kw) - barrier(phi - h, **kw)) / (2 * h)


# Electrostatic shift: finite-difference Poisson equation, narrow charge sheet
dz = 0.005
z = np.arange(1, 801) * dz
sheet = np.exp(-0.5 * ((z - d) / 0.02)**2)
sheet *= N / (sheet.sum() * dz)
k_left = np.where(z - dz / 2 < d, k_ins, k_semi)
k_right = np.append(k_left[1:], 0.0)            # zero field at far end
bands = np.zeros((3, z.size))
bands[0, 1:] = -k_right[:-1]
bands[1] = k_left + k_right
bands[2, :-1] = -k_left[1:]
U_poisson = solve_banded((1, 1), bands, e2_eps0 * sheet * dz**2)[-1]
assert abs(U_poisson / U - 1) < 5e-3            # finite sheet width

# Filling: explicit sum over numbers of filled sites with capacitor energy
sites = 4000
n = np.arange(sites + 1)
log_ways = gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)


def counted_filling(phi):
    energy = n * (phi - affinity - depth) + U * n**2 / (2 * sites)
    logw = log_ways + n * np.log(g) - energy / kT
    return np.exp(logw - logsumexp(logw)) @ n / sites


table_phi = np.arange(3.6, 5.41, 0.2)
table = []
for phi in table_phi:
    b = barrier(phi)
    f = level_filling(b)
    s_numeric = slope(phi)
    assert abs(counted_filling(phi) - f) < 1e-3  # finite number of sites
    assert abs(s_numeric - 1 / (1 + U * f * (1 - f) / kT)) < 1e-4
    table.append((phi, b, f, s_numeric))

# Total withheld movement, from the counted states
withheld = U * (counted_filling(2.5) - counted_filling(6.5))
phi_grid = np.linspace(2.5, 6.5, 2001)
withheld_slope = trapezoid([1 - slope(x) for x in phi_grid], phi_grid)
assert abs(withheld - U) < 1e-6 and abs(withheld_slope - U) < 1e-4

# Window in which the slope is below one half
edge_high = affinity + pin
edge_low = edge_high - U
centre = edge_high - U / 2
S_min = slope(centre)
assert abs(S_min - 1 / (1 + U / (4 * kT))) < 1e-4


def window_formula(u, kt):
    s = np.sqrt(1 - 4 * kt / u)
    move = 2 * kt * np.log((1 + s) / (1 - s))
    return u * s + move, move


def window_numeric(kt):
    p = depth + kt * np.log(g)
    mid = affinity + p - U / 2

    def excess(x):
        return slope(x, h=1e-5,
                     occupation=lambda b: level_filling(b, kt, p)) - 0.5
    return brentq(excess, mid - U, mid), brentq(excess, mid, mid + U)


win_lo, win_hi = window_numeric(kT)
width, move = window_formula(U, kT)
assert abs(win_hi - win_lo - width) < 1e-4
assert abs(barrier(win_hi) - barrier(win_lo) - move) < 1e-4
cold_lo, cold_hi = window_numeric(kB * 10)
assert abs(cold_hi - cold_lo - window_formula(U, kB * 10)[0]) < 1e-4
N_min_cm2 = N_cm2 * 4 * kT / U
for factor, pinned in ((0.9, False), (1.1, True)):
    u = U * factor * N_min_cm2 / N_cm2
    scan = [slope(x, u=u) for x in np.linspace(4.4, 5.1, 701)]
    assert (min(scan) < 0.5) == pinned

# Exponential release outside the window, on both sides
x_out = 0.25
release = U / kT * np.exp(-x_out / kT)
for phi in (edge_low - x_out, edge_high + x_out):
    assert abs((1 - slope(phi)) / release - 1) < 0.02  # leading order only

# Donor sites: slope minimum lies higher by U
scan_phi = np.linspace(3.8, 5.8, 2001)
acc_min = scan_phi[np.argmin([slope(x) for x in scan_phi])]
don_min = scan_phi[np.argmin([slope(x, donor=True) for x in scan_phi])]
assert abs(don_min - acc_min - U) < 0.004       # scan spacing

# Control: a continuum that cannot saturate, with equal peak response
levels = np.linspace(pin - 6, pin + 6, 6001)


def continuum_barrier(phi):
    def residual(b):
        excess = trapezoid(expit((levels - b) / kT), levels) - 6
        return b - (phi - affinity) - U / (4 * kT) * excess
    return brentq(residual, pin - 3, pin + 3, xtol=1e-13)


control = [(continuum_barrier(x + 1e-3) - continuum_barrier(x - 1e-3)) / 2e-3
           for x in (3.6, 5.4)]
assert max(abs(c - S_min) for c in control) < 1e-3
assert min(slope(3.6), slope(5.4)) > 0.99

# Point charges at the interface, with images in the metal and dielectric
r = (k_ins - k_semi) / (k_ins + k_semi)
order = np.arange(1, 13)
image = -(1 + r) * (-r)**(order - 1)
height = 2 * d * order
prefactor = e2_eps0 / (2 * np.pi * (k_ins + k_semi))


def pair_energy(rho):
    rho = np.asarray(rho, float)
    total = 1 / rho
    for c, h in zip(image, height):
        total = total + c / np.sqrt(rho**2 + h**2)
    return prefactor * total


def outer_sum(radius):                        # continuous charge beyond radius
    return -2 * np.pi * N * prefactor * (
        radius + image @ np.sqrt(radius**2 + height**2))


near = quad(lambda q: 2 * np.pi * N * q * pair_energy(q), 1e-9, 400,
            limit=400)[0]
assert abs(near + outer_sum(400) - U) < 1e-5


def lattice_sum(cells):
    i = np.arange(-cells, cells + 1)
    rho = np.hypot(*np.meshgrid(i, i)).ravel() / np.sqrt(N)
    cut = cells / np.sqrt(N)
    rho = rho[(rho > 0) & (rho < cut)]
    return pair_energy(rho).sum() + outer_sum(cut)


U_lattice = lattice_sum(150)
assert abs(U_lattice - lattice_sum(75)) < 1e-3

# Random half-filled sites with a smallest separation
r_min = 0.5
mean_random = outer_sum(r_min)
variance = quad(lambda q: np.pi * N * q * pair_energy(q)**2, r_min, 400,
                limit=400)[0]
sigma = np.sqrt(variance)
rng = np.random.default_rng(7)
disc = 40.0
sample = []
for _ in range(5000):
    count = rng.poisson(N / 2 * np.pi * (disc**2 - r_min**2))
    rho = np.sqrt(rng.uniform(r_min**2, disc**2, count))
    sample.append(pair_energy(rho).sum())
expected_mean = (mean_random - outer_sum(disc)) / 2
assert abs(np.mean(sample) / expected_mean - 1) < 0.03   # sampling noise
assert abs(np.std(sample) / sigma - 1) < 0.08            # sampling noise

offset = np.linspace(-7 * sigma, 7 * sigma, 801)
weight = np.exp(-0.5 * (offset / sigma)**2)
weight /= weight.sum()


def spread_filling(b):
    return weight @ expit((pin + offset - b) / kT)


S_spread = slope(centre, occupation=spread_filling)
withheld_spread = 5 - (barrier(7.0, occupation=spread_filling)
                       - barrier(2.0, occupation=spread_filling))
assert abs(withheld_spread - U) < 1e-5 and S_spread > S_min

# Other neglected effects; the inputs here are rough typical values
metal_depth = 0.05
U_metal = e2_eps0 * N * metal_depth
donors_cm3, film, Nc_cm3 = 1e17, 30.0, 5e18
depletion_cm2 = donors_cm3 * film * 1e-7
shift_depletion = e2_eps0 * depletion_cm2 * 1e-14 * d / k_ins
bulk_level = kT * np.log(Nc_cm3 / donors_cm3)
assert min(row[1] for row in table) > bulk_level  # depletion, no accumulation
field = U / d * 10                              # V/nm to MV/cm
breakdown = 8.0
tunnel_barrier, tunnel_mass, attempt = 2.5, 0.3, 1.0
kappa = np.sqrt(2 * tunnel_mass * const.m_e * tunnel_barrier
                * const.e) / const.hbar * 1e-9
transmission = np.exp(-2 * kappa * d)
level_width = attempt * transmission
settling = const.hbar / const.e / level_width
S_hot = 1 / (1 + U / (4 * kB * 400))
p_hot = depth + kB * 400 * np.log(g)
S_hot_numeric = slope(affinity + p_hot - U / 2,
                      occupation=lambda b: level_filling(b, kB * 400, p_hot))
assert abs(S_hot - S_hot_numeric) < 1e-4

print(f"site density N = {N_cm2:.1e} cm^-2; insulator d = {d:.1f} nm")
print(f"permittivity: insulator {k_ins:.0f}, semiconductor {k_semi:.0f}")
print(f"level depth = {depth:.2f} eV; affinity = {affinity:.2f} eV; g = {g}")
print(f"T = {T:.0f} K; kT = {kT:.5f} eV")
print(f"capacity U = {U:.4f} eV = {U/hartree:.5f} hartree")
print(f"U from Poisson grid = {U_poisson:.4f} eV")
print(f"pinning barrier p = {pin:.4f} eV")
print(f"T=0-form edges with this p: {edge_low:.4f}, {edge_high:.4f} eV")
print("work function eV | barrier eV | filling | slope")
for row in table:
    print(f"{row[0]:.1f} | {row[1]:.4f} | {row[2]:.5f} | {row[3]:.4f}")
print(f"smallest slope = {S_min:.4f} at work function {centre:.4f} eV")
print(f"withheld movement: counted states {withheld:.4f} eV")
print(f"withheld movement: integrated slope {withheld_slope:.4f} eV")
print(f"half-slope window: {win_lo:.4f} to {win_hi:.4f} eV")
print(f"window width = {width:.4f} eV; barrier moves {move:.4f} eV")
print(f"window width at 10 K = {cold_hi-cold_lo:.4f} eV")
print(f"least density for slope 1/2 = {N_min_cm2:.2e} cm^-2")
print(f"1-slope at {x_out:.2f} eV above upper edge = "
      f"{1-slope(edge_high+x_out):.5f}; estimate {release:.5f}")
print(f"donor minus acceptor window position = {don_min-acc_min:.3f} eV")
print(f"continuum slope at 3.6, 5.4 eV = {control[0]:.4f}, {control[1]:.4f}")
print(f"smallest slope at 400 K = {S_hot:.4f}")
print(f"site spacing on square lattice = {1/np.sqrt(N):.3f} nm")
print(f"lattice filling interval = {U_lattice:.4f} eV")
print(f"lattice backward barrier movement = {U-U_lattice:.4f} eV")
print(f"random sites: smallest separation = {r_min:.2f} nm")
print(f"random sites: mean full-filling shift = {mean_random:.4f} eV")
print(f"random sites: energy spread at half filling = {sigma:.4f} eV")
print(f"centre slope with that spread, sheet U = {S_spread:.4f}")
print(f"withheld movement with that spread = {withheld_spread:.4f} eV")
print(f"metal penetration {metal_depth:.2f} nm (rough) adds {U_metal:.4f} eV")
print(f"film: {film:.0f} nm, donors {donors_cm3:.0e} cm^-3 (rough)")
print(f"full depletion = {depletion_cm2:.1e} cm^-2; "
      f"barrier shift at most {shift_depletion:.4f} eV")
print(f"band-state density {Nc_cm3:.0e} cm^-3 (rough); "
      f"bulk edge-Fermi gap {bulk_level:.3f} eV")
print(f"lowest tabulated barrier / kT = {table[0][1]/kT:.2f}")
print(f"largest insulator field = {field:.2f} MV/cm; "
      f"rough breakdown {breakdown:.0f} MV/cm")
print(f"tunnel inputs (rough): {tunnel_barrier:.1f} eV, "
      f"mass {tunnel_mass:.1f} m_e, attempt energy {attempt:.1f} eV")
print(f"tunnel transmission = {transmission:.1e}")
print(f"level width = {level_width:.1e} eV; settling time {settling:.1e} s")
print("tests ok")
```

Printed output:

```
site density N = 2.0e+13 cm^-2; insulator d = 2.0 nm
permittivity: insulator 9, semiconductor 10
level depth = 0.60 eV; affinity = 4.20 eV; g = 2
T = 300 K; kT = 0.02585 eV
capacity U = 0.8042 eV = 0.02955 hartree
U from Poisson grid = 0.8039 eV
pinning barrier p = 0.6179 eV
T=0-form edges with this p: 4.0137, 4.8179 eV
work function eV | barrier eV | filling | slope
3.6 | 0.2042 | 1.00000 | 1.0000
3.8 | 0.4040 | 0.99974 | 0.9921
4.0 | 0.5500 | 0.93258 | 0.3383
4.2 | 0.5915 | 0.73547 | 0.1418
4.4 | 0.6161 | 0.51741 | 0.1141
4.6 | 0.6400 | 0.29844 | 0.1331
4.8 | 0.6762 | 0.09481 | 0.2725
5.0 | 0.8007 | 0.00085 | 0.9743
5.2 | 1.0000 | 0.00000 | 1.0000
5.4 | 1.2000 | 0.00000 | 1.0000
smallest slope = 0.1139 at work function 4.4158 eV
withheld movement: counted states 0.8042 eV
withheld movement: integrated slope 0.8042 eV
half-slope window: 3.9533 to 4.8783 eV
window width = 0.9250 eV; barrier moves 0.1742 eV
window width at 10 K = 0.8143 eV
least density for slope 1/2 = 2.57e+12 cm^-2
1-slope at 0.25 eV above upper edge = 0.00196; estimate 0.00196
donor minus acceptor window position = 0.804 eV
continuum slope at 3.6, 5.4 eV = 0.1139, 0.1139
smallest slope at 400 K = 0.1464
site spacing on square lattice = 2.236 nm
lattice filling interval = 0.5767 eV
lattice backward barrier movement = 0.2275 eV
random sites: smallest separation = 0.50 nm
random sites: mean full-filling shift = 0.7148 eV
random sites: energy spread at half filling = 0.1177 eV
centre slope with that spread, sheet U = 0.2826
withheld movement with that spread = 0.8042 eV
metal penetration 0.05 nm (rough) adds 0.1810 eV
film: 30 nm, donors 1e+17 cm^-3 (rough)
full depletion = 3.0e+11 cm^-2; barrier shift at most 0.0121 eV
band-state density 5e+18 cm^-3 (rough); bulk edge-Fermi gap 0.101 eV
lowest tabulated barrier / kT = 7.90
largest insulator field = 4.02 MV/cm; rough breakdown 8 MV/cm
tunnel inputs (rough): 2.5 eV, mass 0.3 m_e, attempt energy 1.0 eV
tunnel transmission = 2.0e-08
level width = 2.0e-08 eV; settling time 3.4e-08 s
tests ok
```
